\section*{The Forest–Ruth–Yoshida integrator and its crossover with Verlet}

\section{The form of the answer}

A harmonic oscillator of angular frequency $\omega$, integrated with a fixed step $h$, offers one dimensionless number, $\omega h$. Its equations are linear, so the amplitude drops out, and the relative frequency error is a function of $\omega h$ alone. If reversing the sign of $h$ undoes a step, the phase advance per step is odd in $h$, and the frequency, which is phase divided by time, is even. The leading error of a second-order method is therefore $C_2(\omega h)^2$, and that of a fourth-order method $C_4(\omega h)^4$; both constants denote magnitudes.

The fourth-order method below needs three force calls per step. Let $\tau$ be the time advanced per force call and $x=\omega\tau$. At equal cost Verlet takes steps $\tau$ and the composite method steps $3\tau$, so the leading errors are equal when
\begin{equation}
C_2x^2=C_4(3x)^4=81\,C_4x^4 .
\end{equation}
Dividing by $81C_4x^2$ gives the crossover step, and inserting it in $C_2x^2$ gives the crossover error:
\begin{equation}
x_*^2=\frac{C_2}{81\,C_4},\qquad \varepsilon_*=\frac{C_2^2}{81\,C_4}. \label{cross}
\end{equation}
The composite method wins when the demanded error is below $\varepsilon_*$. The constants depend on the system and on the error measured, so $\varepsilon_*$ is not universal.

\section{The scheme}

Let $H=p^2/2m+V(q)$ with smooth $V$ and force $f(q)=-V'(q)$. In first-principles dynamics each evaluation of $f$ is an electronic-structure calculation. A velocity-Verlet step $S(h)$ is a half kick, a drift and a half kick. The Forest--Ruth--Yoshida (FRY) step is
\begin{equation}
\Phi(h)=S(w_1h)\,S(w_0h)\,S(w_1h),\quad
w_1=\frac{1}{2-2^{1/3}},\quad w_0=1-2w_1 ,
\end{equation}
that is, $w_1=1.351207$ and $w_0=-1.702414$.

\begin{verbatim}
f = force(q)                 # once, before the run
repeat for each step h:
    for w in (w1, w0, w1):
        p = p + 0.5*w*h*f
        q = q + w*h*p/m
        f = force(q)         # the only new call
        p = p + 0.5*w*h*f
\end{verbatim}

The last force of one substep is the first of the next, so a step costs three calls. They are made at times $1.351h$, $-0.351h$ and $h$ after the start of the step: the middle substep runs backward.

\section{Why the order is four}

Kicks and drifts are the exact flows of the Hamiltonians $V$ and $p^2/2m$. Hamiltonian flows are symplectic, and so are their products; hence $S$ and $\Phi$ are symplectic for any real weights.

For the order, write the flows as exponentials of operators acting on functions of $(q,p)$:
\begin{equation}
S(h)=e^{hU/2}e^{hK}e^{hU/2},\qquad
K=\frac pm\frac{\partial}{\partial q},\quad U=f(q)\frac{\partial}{\partial p}.
\end{equation}
The exact flow is $e^{hL}$ with $L=K+U$. As a formal power series, $S(h)=e^{Z(h)}$ with $Z=hL+O(h^2)$. Since $S(-h)$ contains the inverse factors in the reverse order, $S(-h)S(h)=1$. Therefore $Z(-h)=-Z(h)$, and even powers are absent:
\begin{equation}
S(h)=\exp\left(hL+h^3E_3+h^5E_5+\dots\right).
\end{equation}

Now combine the three exponents of $\Phi$. Their sum contributes $(2w_1+w_0)hL+(2w_1^3+w_0^3)h^3E_3$. Commutators among the terms proportional to $L$ vanish, and the first that can survive, $[L,E_3]$, has order $h^4$. But $\Phi$ is a palindrome, so $\Phi(-h)\Phi(h)=1$, and its exponent is odd as well; the $h^4$ terms cancel. What remains is to require
\begin{equation}
2w_1+w_0=1,\qquad 2w_1^3+w_0^3=0 .
\end{equation}
The second condition is needed whenever $E_3$ does not vanish. Its real solution is $w_0=-2^{1/3}w_1$, because a real number has one real cube root. The first condition then gives $w_1(2-2^{1/3})=1$. Thus the weights are the only real ones for a symmetric composition of three Verlet steps. The exponent is $hL+O(h^5)$; an error $O(h^5)$ per step, accumulated over $t/h$ steps, is $O(h^4)$ at fixed time $t$.

\section{Error constants for the oscillator}

\subsection{Verlet}

Use $q$ and $P=p/(m\omega)$. A drift through angle $u$ and a kick through angle $k$ are
\begin{equation}
A(u)=\begin{pmatrix}1&u\\0&1\end{pmatrix},\qquad
B(k)=\begin{pmatrix}1&0\\-k&1\end{pmatrix}.
\end{equation}
Multiplying out one Verlet step gives
\begin{equation}
B(\tfrac x2)A(x)B(\tfrac x2)=
\begin{pmatrix}1-\frac{x^2}{2}&x\\[2pt]-x\left(1-\frac{x^2}{4}\right)&1-\frac{x^2}{2}\end{pmatrix}. \label{verlet}
\end{equation}
The determinant is 1, so for a stable step the eigenvalues are $e^{\pm i\theta}$, and half the trace is $\cos\theta$. From $\cos\theta=1-2\sin^2(\theta/2)$ follows $\sin(\theta/2)=x/2$, hence
\begin{equation}
\theta=2\arcsin\frac x2=x+\frac{x^3}{24}+\dots,\qquad
\frac{\theta}{x}-1=\frac{x^2}{24}+\dots
\end{equation}
Verlet runs fast, with $C_2=1/24$.

\subsection{FRY frequency}

Let $y=\omega h$ and $v=(w_0+w_1)/2=(1-w_1)/2$. Merging adjacent kicks, the FRY matrix is
\begin{equation}
M=B(\tfrac{w_1y}{2})A(w_1y)B(vy)A(w_0y)B(vy)A(w_1y)B(\tfrac{w_1y}{2}).
\end{equation}
Under the trace the last kick can be moved to the front, where the two outer kicks merge into $B(w_1y)$. Three drifts and three kicks remain. Each closed path through the matrix indices uses equally many drift and kick entries, so the trace is an even polynomial of degree six. Fourth-order accuracy fixes its terms through $y^4$ to be those of $2\cos y$. The $y^6$ term takes the off-diagonal entry of every factor: drifts give $w_1^2w_0$, kicks give $(-1)^3w_1v^2$. Hence
\begin{equation}
\tfrac12\operatorname{tr}M=1-\frac{y^2}{2}+\frac{y^4}{24}+t\,y^6,\qquad
t=-\frac{w_1^3w_0(1-w_1)^2}{8}=0.064754 . \label{trace}
\end{equation}

Put $\theta=y+c\,y^5+\dots$. Then $\cos\theta=\cos y-c\,y^5\sin y+\dots=\cos y-c\,y^6+O(y^8)$. The $y^6$ coefficient of $\cos y$ is $-1/720$, so comparison with (\ref{trace}) gives
\begin{equation}
c=-\frac1{720}-t=-0.066143,\qquad \frac{\theta}{y}-1=c\,y^4+\dots
\end{equation}
FRY runs slow, with $C_4=|c|$.

\subsection{FRY energy}

From $M(-y)=M(y)^{-1}$, with even diagonal and odd off-diagonal elements, the two diagonal elements are equal. Write
\begin{equation}
M=\begin{pmatrix}\alpha&\beta\\-\gamma&\alpha\end{pmatrix},\qquad \alpha^2+\beta\gamma=1 .
\end{equation}
Substituting $q'=\alpha q+\beta P$ and $P'=-\gamma q+\alpha P$ makes the cross terms cancel:
\begin{equation}
\gamma q'^2+\beta P'^2=(\alpha^2+\beta\gamma)(\gamma q^2+\beta P^2)=\gamma q^2+\beta P^2 .
\end{equation}
The numerical points lie on this ellipse. After a start from rest at $q_0$, $P^2=(\gamma/\beta)(q_0^2-q^2)$, and
\begin{equation}
\frac{E}{E_0}=\frac{q^2+P^2}{q_0^2}=1+\left(\frac\gamma\beta-1\right)\left(1-\frac{q^2}{q_0^2}\right).
\end{equation}
The energy error oscillates without drift; its relative size is bounded by $|\gamma/\beta-1|$, the value on the ellipse at $q=0$, which the discrete points approach on a long run when $\theta/\pi$ is irrational. This bound is the energy error used below. For Verlet, (\ref{verlet}) gives $x^2/4$.

For FRY, the $y^5$ term of $\beta$ uses all three drifts and the two inner kicks:
\begin{equation}
\beta=y-\frac{y^3}{6}+b\,y^5,\qquad b=\frac{w_1^2w_0(1-w_1)^2}{4}=-0.095846 .
\end{equation}
Let $g$ be the $y^5$ coefficient of $\gamma$, whose lower terms are also those of $\sin y$. With $\alpha=\cos y-c\,y^6+\dots$, the $y^6$ terms of $\alpha^2+\beta\gamma=1$ are
\begin{equation}
-2c+\left(b-\tfrac1{120}\right)+\left(g-\tfrac1{120}\right)=0
\quad\Rightarrow\quad g=2c-b+\tfrac1{60}.
\end{equation}
Therefore
\begin{equation}
\frac\gamma\beta-1=(g-b)y^4+\dots=d\,y^4+\dots,\qquad
d=2\left(c-b+\tfrac1{120}\right)=0.076073 .
\end{equation}

\section{Stability}

The motion is bounded while half the trace lies between $-1$ and $1$. For Verlet this means $x<2$. For FRY, half the trace returns to $+1$ when $ty^4+y^2/24-1/2=0$, so
\begin{equation}
y_{\max}^2=\frac{-\frac1{24}+\sqrt{\frac1{576}+2t}}{2t},\qquad y_{\max}=1.5734 .
\end{equation}
Below this value it is less than 1, and it exceeds $1-y^2/2>-0.24$, so $-1$ is not reached first. Per force call the limit is $x=0.5245$, about a quarter of Verlet's. In a harmonic molecule the fastest vibration sets this limit. Anharmonic motion can become unstable earlier: for the Morse bond treated below, started at its outer turning point, the energy exceeds the well depth within a few thousand steps at $\omega_0h\approx1.4$ for both methods, so there the FRY limit per force call is about a third of Verlet's.

\section{The crossover for the oscillator}

For the frequency error, (\ref{cross}) gives
\begin{equation}
x_*=\frac1{\sqrt{24\cdot81\cdot0.066143}}=0.0882,\qquad
\varepsilon_*=\frac{x_*^2}{24}=3.24\times10^{-4}.
\end{equation}
The full matrices, without truncation, give $x_*=0.0877$ and $\varepsilon_*=3.21\times10^{-4}$. This is $2\pi/0.0877\approx72$ force calls per period, or a phase error of $2.0\times10^{-3}$ rad per period.

For the energy error, $C_2=1/4$ and $C_4=d$ give $x_*=0.201$ and $\varepsilon_*=1.01\times10^{-2}$. Here $y$ is not small. The full matrices give $x_*=0.181$, $\varepsilon_*=8.2\times10^{-3}$ and about 35 calls per period. At that point $y=0.543$ and $d\,y^4=6.6\times10^{-3}$, so the leading term understates the FRY energy error, which moves the crossover to a smaller step.

The choice of measure can reverse the verdict. At 50 calls per period, $x=0.1257$, and the leading terms give these relative errors:
\begin{center}
\begin{tabular}{lcc}
 & Verlet & FRY\\
frequency & $6.6\times10^{-4}$ & $1.3\times10^{-3}$\\
energy & $3.9\times10^{-3}$ & $1.5\times10^{-3}$
\end{tabular}
\end{center}
FRY conserves energy better here and keeps time worse. Energy conservation alone is not a sufficient criterion if vibrational frequencies or phases are wanted.

To reach a given small error $\varepsilon$, Verlet needs $N_2=2\pi\sqrt{C_2/\varepsilon}$ calls per period and FRY needs $N_4=6\pi(C_4/\varepsilon)^{1/4}$. With (\ref{cross}) their ratio is
\begin{equation}
\frac{N_2}{N_4}=\left(\frac{\varepsilon_*}{\varepsilon}\right)^{1/4}.
\end{equation}
The gain grows slowly: for $\varepsilon=10^{-6}$ in frequency it is $324^{1/4}\approx4.2$. For $\varepsilon=10^{-3}$ the ratio is 0.75, and FRY costs a third more than Verlet.

In a harmonic molecule the normal modes decouple in both integrators, and each has its own $x_j=\omega_j\tau$. Within the stable range, FRY improves the frequencies of modes with $x_j<0.0877$ and worsens those just above that value. The useful comparison is for the fastest mode whose phase matters.

\section{An anharmonic bond}

Take $V=D(1-e^{-aq})^2$ with model parameters $D=0.2$ hartree, $a=1$ bohr$^{-1}$, $m=4000$ electron masses, and energy $E=0.008$ hartree. The exact motion follows from $r=e^{aq}$. Since $\dot q=\dot r/(ar)$, multiplying energy conservation by $2a^2r^2/m$ gives
\begin{equation}
\dot r^2=\omega_0^2\left[s\,r^2-(r-1)^2\right],\qquad
\omega_0^2=\frac{2Da^2}{m},\quad s=\frac ED .
\end{equation}
Differentiating and dividing by $2\dot r$ gives $\ddot r=\omega_0^2[1-(1-s)r]$, a harmonic equation with centre $1/(1-s)$ and $\omega=\omega_0\sqrt{1-s}$. The turning points, where $\dot r=0$, are $r=(1\pm\sqrt s)/(1-s)$. Starting at the outer one,
\begin{equation}
e^{aq(t)}=\frac{1+\sqrt s\cos\omega t}{1-s}.
\end{equation}
Here $s=0.04$, $\omega_0=0.01$ and $\omega=0.009798$ atomic units, the period is $T=641.3$ atomic units of time, and the start is $q_0=-\ln(1-\sqrt s)/a=0.2231$ bohr.

After one exact period the true momentum is zero. If the numerical motion leads by a short time $\delta t$, its momentum is $p\approx f(q)\,\delta t$, so $\delta t/T=p/[f(q)T]$ measures the relative frequency error to first order. The table lists this first-order estimate at equal cost; for FRY at 24 calls, where the lag is about 0.2 rad per period, it is good only to a few percent:
\begin{center}
\begin{tabular}{rcc}
calls per period & Verlet & FRY\\
24 & $+3.00\times10^{-3}$ & $-3.58\times10^{-2}$\\
48 & $+7.49\times10^{-4}$ & $-1.97\times10^{-3}$\\
96 & $+1.87\times10^{-4}$ & $-1.21\times10^{-4}$\\
192 & $+4.68\times10^{-5}$ & $-7.57\times10^{-6}$\\
384 & $+1.17\times10^{-5}$ & $-4.73\times10^{-7}$
\end{tabular}
\end{center}

The signs agree with the harmonic analysis. For this start the last row gives $C_2=0.0437$ and $C_4=0.0814$, where the harmonic values are 0.0417 and 0.0661. Equation (\ref{cross}) then predicts
\begin{equation}
\varepsilon_*=\frac{0.04368^2}{81\times0.08139}=2.89\times10^{-4}
\end{equation}
at 77.2 calls per period. Interpolation between directly computed errors gives $2.88\times10^{-4}$ at 77.4 calls. The time per force call is then $641.3/77.4\approx8.3$ atomic units, or 0.20 fs, and the FRY step is three times as long. With a larger time per call Verlet has the smaller frequency error; with a smaller one FRY has.

These numbers belong to the start at the outer turning point. In an anharmonic well the frequency depends on the energy, and the numerical orbit follows a slightly modified energy whose value depends on where the run begins. At the same $E$, a start at the inner turning point gives $C_2=0.0451$, $C_4=0.0801$ and a crossover of $3.1\times10^{-4}$ at about 76 calls; a start at $q=0$ gives $C_2=0.0389$, $C_4=0.0792$ and $2.4\times10^{-4}$ at about 81 calls.

Over ten periods at 192 calls per period, the time lead or lag of each method grows tenfold. Both phase errors being linear in time, the crossover does not move with the length of the run while they remain small. The numerical check also confirms fourth order for the position at a time that is not a whole period.

\section{Failure modes}

\begin{itemize}
\item \textbf{Wrong weights.} The weights $1.3,-1.6,1.3$ sum to 1, but $2(1.3)^3-(1.6)^3=0.298$, so the $h^3$ term survives. The observed order of the frequency error is 1.96 instead of 4. Compute the weights in full precision, and check the order by halving the step.
\item \textbf{Forces with memory.} The derivation needs $f$ to be a function of $q$. An incompletely converged electronic calculation started from earlier steps gives a force that also depends on history. Reversibility and symplecticity are then no longer guaranteed, and force errors can hide the $h^4$ behaviour.
\item \textbf{Extrapolated starting guesses.} Successive force calls are not equally spaced in time. An extrapolation of orbitals or densities in time cannot assume equal spacing; the times are $1.351h$, $-0.351h$, $h$. Even at these times the two intermediate geometries lie off the true trajectory by $O(h^3)$; only the end of the full step is accurate to $O(h^5)$. If these jumps change the number of self-consistency iterations, equal force calls are not equal computing time.
\item \textbf{Friction.} A damping factor $e^{-\eta w_0h}$ with $\eta>0$ exceeds 1 in the backward substep. Friction inserted in each substep therefore amplifies the momentum there. If the exact damping factor is placed symmetrically in each substep, $S(-h)S(h)=1$ still holds and the order argument still gives four, although the map is no longer symplectic. The scheme does fail with thermal noise: the variance of the random kick in a substep of weight $w$ is proportional to $1-e^{-2\eta wh}$, which is negative for $w=w_0$.
\item \textbf{Non-smooth potentials.} The expansion uses derivatives of $V$. A cutoff or a switch of electronic state that makes a low derivative discontinuous on the path lowers the order. For $V=q^2/2$ with $0.3\,q^k$ added at $q>0$, crossed once, a jump in $V'$ gives order 1 and a jump in $V''$ order 2; a jump in $V'''$ gives an order somewhat below four, and a jump only in the fourth or fifth derivative leaves order four.
\end{itemize}

\section*{Computed results}
\begin{verbatim}
outer weight w1 = 1.351207
middle weight w0 = -1.702414
half-trace coefficient t = 0.064754
FRY frequency coefficient c = -0.066143
matrix coefficient b = -0.095846
FRY energy coefficient d = 0.076073
FRY stability limit y = 1.5734
FRY stability limit per force call x = 0.5245
Harmonic oscillator, frequency error as measure:
  leading-order crossover x = 0.08819
  leading-order crossover error = 3.240e-04
  full crossover x = 0.08771
  full crossover error = 3.208e-04
  force calls per period = 71.6
  phase error per period = 2.016e-03 rad
Harmonic oscillator, energy error as measure:
  leading-order crossover x = 0.2014
  leading-order crossover error = 1.014e-02
  full crossover x = 0.1809
  full crossover error = 8.177e-03
  force calls per period = 34.7
Morse oscillator:
  depth = 0.2 hartree, energy = 0.008 hartree
  range parameter = 1.0 1/bohr, mass = 4000 electron masses
  small-amplitude angular frequency = 0.010000 a.u.
  angular frequency at this energy = 0.009798 a.u.
  period = 641.275 a.u. of time
  outer turning point = 0.22314 bohr
  observed order, Verlet frequency = 2.000
  observed order, FRY frequency = 4.001
  observed order, FRY position = 4.001
  observed order, weights 1.3,-1.6,1.3 = 1.960
  phase growth over 10 periods, Verlet = 10.000
  phase growth over 10 periods, FRY = 10.000
  area factor of one FRY step = 1.00000000
  calls per period | Verlet error | FRY error (signed, relative)
    24 | +3.004e-03 | -3.580e-02
    48 | +7.491e-04 | -1.972e-03
    96 | +1.872e-04 | -1.214e-04
   192 | +4.678e-05 | -7.566e-06
   384 | +1.170e-05 | -4.726e-07
  small-step constants C2 = 0.04368, C4 = 0.08139
  predicted calls per period = 77.2
  predicted crossover error = 2.894e-04
  direct calls per period = 77.4
  direct crossover error = 2.880e-04
  time per force call there = 8.284 a.u. of time
  time per force call there = 0.2004 fs
  FRY step there = 24.853 a.u. of time
\end{verbatim}
